Half-period jump of Fabry-Perot fringes in a graphene p-n-p cavity

**Q:** I sweep the gate of a graphene p-n-p device and see conductance fringes. In a few tenths of a tesla they move by about half a period, although the cyclotron radius is still larger than the cavity. What should I calculate first?

**A:** How a wave is reflected inside the cavity. Take ballistic graphene, uniform along y, with electron charge −e:

H = v σ·(p + eA/c) + U(x), A_y = Bx.

For a wave e^{ik_y y}ψ(x), define

q(x) = k_y + x/ℓ², ℓ² = ħc/(eB), k(x) = (E − U)/(ħv).

Here q is the kinetic transverse wavenumber. The Dirac equation is −iħv σ_x ψ′ + ħv q σ_y ψ = ħv k ψ. Multiply by iσ_x/(ħv) and use σ_xσ_y = iσ_z:

ψ′ = ik σ_x ψ + q σ_z ψ.

Now set a = (ψ₁ + ψ₂)/√2 and b = (ψ₁ − ψ₂)/√2. In these components σ_x is diagonal and σ_z exchanges a and b:

a′ = ika + qb
b′ = −ikb + qa.

The current is v(|a|² − |b|²), so a moves right and b moves left, in n and p regions alike. The only term that turns one into the other is q. If q = 0 everywhere, nothing is reflected: this is Klein tunnelling. The other valley gives the same equations after a rotation of the spinor, so spin and valley supply a factor 4.

**Q:** Where does the sign of the incidence angle enter?

**A:** Through q. I give the angle at an interface the sign of q there. (If you measure angles by sense of rotation from each outward normal, "same" and "opposite" are interchanged.)

At B = 0, q = k_y is constant. Replacing q by −q and b by −b leaves both equations unchanged. A reflection amplitude is a ratio b/a or a/b, so

r(−q) = −r(q).

Its modulus is even in q, while its phase jumps by π as q passes through zero.

**Q:** Then why do I not see that jump at zero field?

**A:** Because a round trip contains two reflections. Let r₁′ be the reflection of a left mover at the left interface, and r₂ that of a right mover at the right interface, both referred to the plane x = 0. For a unit wave coming from the left, the amplitudes at x = 0 obey

a₀ = t₁ + r₁′b₀, b₀ = r₂a₀, so a₀ = t₁/(1 − r₁′r₂).

The transmitted amplitude is t₂a₀, hence

T = T₁T₂/|1 − r₁′r₂|².

At B = 0 both interfaces see the same q. Changing its sign reverses both amplitudes and leaves the product alone. With interfaces at x = ∓X, a field gives instead

q₁ = k_y − X/ℓ², q₂ = k_y + X/ℓ².

When these have opposite signs, one reflection has been reversed and the other has not.

**Q:** Can you show the fringe reversing, not just argue from signs?

**A:** Yes, for weak reflection. Take the smooth cavity

U − E = ax² − ε, X = √(ε/a),

with an n region inside, p regions outside, and slope F = 2aX at the interfaces. Let φ(x) be the integral of k from 0 to x. To leading order the right-moving amplitude a(x), not to be confused with the curvature a, is e^{iφ}. Put b = e^{−iφ}g; then g′ = q e^{2iφ}. No wave comes in from the right, so g vanishes at +∞, and the reflected amplitude is g(−∞) = −∫q e^{2iφ}dx. Thus

R = |∫ q e^{2iφ} dx|².

The phase is stationary where k = 0, at the two interfaces. Define κ = F/(ħv) and the round-trip phase

Φ = 2∫k dx from −X to X = 8εX/(3ħv).

With s the distance from the interface, 2φ = Φ/2 − κs² near +X and 2φ = −Φ/2 + κs² near −X. Since ∫e^{∓iκs²}ds = √(π/κ) e^{∓iπ/4},

∫q e^{2iφ}dx ≈ √(π/κ) [q₂e^{i(Φ/2−π/4)} + q₁e^{−i(Φ/2−π/4)}].

Taking the squared modulus, with cos(Φ − π/2) = sin Φ,

R ≈ (πħv/F) [q₁² + q₂² + 2q₁q₂ sin Φ].

The fringe term carries the product

q₁q₂ = k_y² − X²/ℓ⁴.

It changes sign when X/ℓ² = |k_y|, at

B* = ħc|k_y|/(eX).

A reversed sine is a sine displaced by half a period. This formula needs (πħv/F)q² ≪ 1 at both interfaces and several radians of Φ.

**Q:** Is the half period an artefact of stationary phase?

**A:** No. For the parabola the weak-reflection integral can be done in closed form. Here 2φ = (2ε/ħv)x − (2a/3ħv)x³. Set c_A³ = 2a/(ħv), t = −c_A x and ζ = 2ε/(ħv c_A). The exponent becomes i(t³/3 − ζt), which is the integral form of the Airy function:

∫e^{2iφ}dx = (2π/c_A) Ai(−ζ).

A factor x in the integrand is produced by −i∂/∂(2ε/ħv), and −ζ has derivative −1/c_A with respect to 2ε/ħv:

∫x e^{2iφ}dx = i(2π/c_A²) Ai′(−ζ).

One integral is real and the other imaginary, so their squares add:

R = (4π²/c_A²) [k_y² Ai²(−ζ) + Ai′²(−ζ)/(c_A²ℓ⁴)].

Oblique waves at zero field follow Ai². Waves with k_y = 0 in a field, which meet the interfaces at opposite angles, follow Ai′². The zeros of Ai and Ai′ interlace.

Take a = 0.04 meV/nm², ε = 100 meV and v = 10⁶ m/s, so ħv = 658 meV nm. Then X = √(100/0.04) = 50 nm, F = 4 meV/nm, and Φ = 8·100·50/(3·658) = 20.3 rad. Varying ε at fixed a, the Airy zeros give these reflectionless depths in the limit of weak reflection (at B = 0 and k_y = 0.02 nm⁻¹ they lie 0.9 to 1.6 meV higher, the shallowest depth moving most):

B = 0, oblique: 66.6, 90.0, 110.6, 129.5, 147.1 meV
k_y = 0, in a field: 78.6, 100.5, 120.2, 138.4, 155.4 meV

In the first row Φ/2π lies within 0.01 of an integer plus 3/4, in the second within 0.01 of an integer plus 1/4.

**Q:** My interfaces reflect strongly at oblique incidence. Does the sign change survive?

**A:** For a straight interface it does, and the reflection can be solved without assuming it weak. At the right interface k = −κs. First let q be constant. Eliminating b from the two equations gives

a″ + (κ²s² + iκ − q²)a = 0.

At large s try a = s^ν e^{−iκs²/2}. The s² terms cancel, and the constants give −iκ − 2iκν + iκ − q² = 0, so ν = iq²/(2κ). Let this be the transmitted wave at s → +∞. It decays for −π/2 < arg s < 0, and a solution that decays in one sector keeps its asymptotic form across the neighbouring sectors. I can therefore continue it to s = |s|e^{−iπ}. The other exponential can enter a there, but it is smaller by a power of |s|. The factor s^ν gains e^{−iπν} = e^{πq²/(2κ)}: this is the incident amplitude for unit transmitted amplitude. Hence

T = exp(−πħv q²/F).

Now add the field, q = q₂ + s/ℓ². Multiply the vector (a, b) by the constant matrix cosh(η/2) + σ_y sinh(η/2). This conserves |a|² − |b|² and keeps the form of the equations, with

k̃ = k cosh η − q sinh η, q̃ = q cosh η − k sinh η.

Choose tanh η = −β, where β = ħv/(Fℓ²) < 1. The terms in s cancel in q̃, leaving q̃ = q₂/√(1−β²). In k̃ the coefficient of s becomes −κ cosh η (1 − β²), so the slope is F̃ = F√(1−β²). The constant left in k̃ merely shifts the origin of s. The zero-field law then gives

T = exp{−πħv q₂²/[F(1−β²)^{3/2}]}.

At q₂ = 0 the transformed problem has no coupling at all and the reflection vanishes. On either side q̃ has opposite signs, so r₂, referred to the shifted origin, is odd in q₂. The shift itself adds only a phase that is smooth in q₂. Mirror reflection gives the same result for the left interface and q₁.

As a number, take F = 4 meV/nm, B = 2 T and q₂ = 0.02 nm⁻¹. Then β = 0.5 and the law gives T = 0.727. Multiplying transfer matrices over short steps, with k and q constant in each, also gives 0.727. Without the field factor it would be 0.81.

**Q:** So how sharp is the jump in a real profile, which is curved?

**A:** Almost sharp for one k_y. Take k_y = 0.02 nm⁻¹ in the 100 nm cavity. Since ħc/e is 658 T nm², B* = 658·0.02/50 = 0.263 T. I computed r₁′ and r₂ with transfer matrices for the two halves, at fixed ε = 100 meV. At the cut x = 0 the right and left movers are here the local plane waves with q = k_y, not a and b themselves. The cavity formula holds for either choice, but a and b would mix in a spurious reflection of about k_y/(2k) = 0.07 at the cut. From 0.4B* to 0.8B* the phase of r₁′r₂ changes by −0.10 rad. From 0.8B* to 1.2B* it changes by 3.23 rad, which is π plus 0.09.

The modulus |r₁′| does not quite reach zero: its minimum is 0.0074. At this depth the value can be traced to curvature. In the weak-reflection integral for r₁′ the exponent is i(Φ/2 − κs² + 2as³/3ħv). Expand the cubic term to first order and multiply it by the field part s/ℓ² of q. With ∫s⁴e^{−iκs²}ds = −(3/4κ²)√(π/κ)e^{−iπ/4}, the effect is

q₁ → q₁ − iħv/(8εℓ²).

An imaginary offset cannot be cancelled by changing the field. Here ħv/(8ε) = 0.82 nm and 1/ℓ² = 4.0·10⁻⁴ nm⁻², so the offset is 3.3·10⁻⁴ nm⁻¹. Multiplied by √(πħv/F) = 1/(0.044 nm⁻¹) = 22.7 nm, it gives 0.0075, close to the computed minimum.

The agreement is this close only at some depths. Cutting the cavity at x = 0 adds a reflection of about 1/(4k²ℓ²) = 0.004, with k taken at the centre. At ε = 100 meV it is nearly in line with the q₁ term, so it mainly shifts the field of the minimum. At 90 and 110 meV it adds to or subtracts from the curvature term, and the computed minima are 0.015 and 0.003.

**Q:** People call this a Berry phase. Is that a further π?

**A:** It is the same π seen in momentum space. Follow the kinetic wavevector (p_x/ħ, q) over one round trip. At the right interface p_x turns from positive to negative while q = q₂. At the left interface it turns back while q = q₁. If q₁ and q₂ have the same sign, the loop passes the Dirac point twice on one side. If the signs differ, it encloses the Dirac point.

The spinor is (1, e^{iθ})/√2, with θ the direction of the wavevector. Its overlap with the spinor at θ + dθ is (1 + e^{idθ})/2, whose phase is dθ/2. One turn of θ therefore gives π, and no net turn gives zero. For k_y = 0.02 nm⁻¹, summing these phases along the computed loop gives 0 at 0.1 T and π at 0.5 T, on the two sides of B*.

**Q:** My graphene may have a small gap. Does that destroy the effect?

**A:** No. In each valley it rounds the jump. A term Δσ_z in H adds −(Δ/ħv)σ_yψ to ψ′. In the equations for a and b this means

q → q − iΔ/ħv in the first, q → q + iΔ/ħv in the second.

As q₁ goes from positive to negative, the complex coupling passes beside zero instead of through it. The phase still turns by nearly π once |q₁| ≫ Δ/ħv on both sides, but continuously, and the fringe of this one valley keeps some contrast throughout.

If the gap comes from an energy difference between the sublattices, the spinor rotation that restores the equations in the other valley turns Δ into −Δ, and the phase there turns the other way. With δ = Δ/ħv, the factor q₁q₂ sin Φ of the weak-reflection formula becomes Re[(q₁ ∓ iδ)(q₂ ± iδ)e^{i(Φ−π/2)}] in the two valleys. Their average is (q₁q₂ + δ²) sin Φ. In this approximation the summed fringe therefore still reverses through zero, at X/ℓ² = √(k_y² + δ²), somewhat above B*.

For constant q a constant phase of b makes the coupling real, with q² replaced by q² + (Δ/ħv)². The smallest reflection is then

|r|_min = √{1 − exp[−πΔ²/(ħvF)]}.

For Δ = 5 meV this is 0.17. The transfer matrices for the curved cavity in the field, at k_y = 0.02 nm⁻¹, give 0.18 for this sign of Δ and 0.16 for the opposite sign. The middle half of the turn in one valley takes a change of q₁ of about 2Δ/ħv = 10/658 = 0.015 nm⁻¹, or about 0.2 T here.

**Q:** I measure conductance, not one k_y. When does the whole pattern reverse?

**A:** Gradually, because each k_y has its own B*. The conductance per width is

G/W = (4e²/h) ∫T dk_y/(2π).

For an estimate, expand the cavity formula once in r₁′r₂ and write Q = X/ℓ². For β ≪ 1, and with each reflection amplitude taken as linear in its q, the product r₁′r₂ is proportional to q₁q₂ = k_y² − Q². The factor T₁T₂ supplies exp[−(π/κ)(q₁² + q₂²)] = exp[−(2π/κ)(k_y² + Q²)]. If Φ did not depend on k_y, the sum over k_y would be proportional to

κ/(4π) − Q²,

because the Gaussian average of k_y² is κ/(4π). This changes sign at Q = ½√(κ/π) = 0.022 nm⁻¹, or B = 658·0.022/50 = 0.29 T.

For the full sum I used transfer matrices for k_y between −0.1 and 0.1 nm⁻¹ and ε from 60 to 160 meV, at fixed a. I fitted G to a cubic background plus cos Φ and sin Φ, with amplitudes linear in ε, and read the fringe at 110 meV. Shifts are in periods relative to zero field, amplitudes in e²/h per µm:

0 T: shift 0, amplitude 10.5
0.1 T: shift 0.02, amplitude 8.5
0.2 T: shift 0.13, amplitude 5.2
0.3 T: shift 0.29, amplitude 5.8
0.4 T: shift 0.36, amplitude 7.3
0.5 T: shift 0.40, amplitude 7.1

The shift passes a quarter period between 0.2 and 0.3 T, near the estimate. The amplitude dips there but does not vanish.

**Q:** Why 0.40 and not 0.50?

**A:** The sign reversal gives one half for each channel with |k_y| < X/ℓ², and at 0.5 T these channels carry nearly all of the fringe. But the phases of the channels also vary smoothly. An oblique wave has longitudinal wavenumber √(k² − q²), which is less than k, so its round-trip phase is smaller. Model this by Φ − γk_y² with γ > 0, and let α = 2π/κ. The Gaussian sum is then proportional to

1/[2(α + iγ)] − Q².

This is complex and does not vanish for any Q. Between Q = 0 and large Q its phase turns by π − arctan(γ/α), less than half a period. The model thus gives a smooth crossover and a shift below one half, as in the computed list. I have not calculated γ, and the field adds its own smooth phase, so I do not claim that this accounts for the value 0.40.

The background falls too. Averaged over the window, G/W drops from about 40 (40.3 to 40.5, depending on the mesh) to 9.2 e²/h per µm at 0.5 T, a ratio of 0.23. The factor exp(−2πQ²/κ), with Q = 0.038 nm⁻¹, gives 0.22. It leaves out repeated reflections and the spread of depths in the window, so such close agreement is partly luck.

**Q:** How close is this to a device on my bench?

**A:** The parameters are round values in the regime of a narrow top-gated cavity in clean graphene. The central density, k²/π with k = 100/658 = 0.152 nm⁻¹, is 7·10¹¹ cm⁻², an ordinary gated density. Real devices also have disorder, which the calculation leaves out. For an assumed mobility of 50,000 cm²/Vs the mean free path ħkμ/e is 500 nm, and a 200 nm round trip survives with probability e^{−200/500} = 0.67. The fringe comes from the product of two amplitudes, one for the direct path of 100 nm and one for the path of 300 nm with an extra round trip. If every scattered electron is lost to the fringe, these carry factors e^{−100/1000} and e^{−300/1000}, whose product is again 0.67. The fringe would thus fall by roughly a third. The true loss may be larger: at fixed mobility the mean free path shortens towards the interfaces, where the density is lower, and small-angle scattering spoils the phase while hardly lowering the mobility. The parabola is also unrealistic far outside, where it rises without limit. Letting the outer potential level off at 100 meV above the Fermi energy, with the field region ending at x = ±110 nm, leaves the shift at 0.5 T at 0.40 and changes the amplitudes at 0 and 0.5 T to 10.6 and 6.9 e²/h per µm. The second amplitude depends on where the field region ends: at ±180 nm it is about 5, because more of the outer orbits turn back before they reach the end. Beyond ±200 nm, the outer cyclotron radius at 0.5 T, all of them turn back and this ballistic model transmits nothing. At that field, and with contacts at equal distances from the centre of the cavity, it therefore describes only a device in which these distances are below 200 nm. In longer outer regions scattering or edges must carry the current, and neither is modelled here. Electron interactions, edge roughness and the gate dependence of the profile through screening are left out, and I have not sized them.

**Q:** And temperature and field range?

**A:** At fixed potential dΦ/dE = 4X/(ħv) = 0.304 meV⁻¹, so a fringe spans 21 meV. Averaging a cosine over the thermal window multiplies it by u/sinh u, with u = πk_BT·4X/(ħv). This is 0.98 at 4.2 K and 0.02 at 77 K; at room temperature nothing is left. Zeeman splitting at 0.5 T, with g = 2, is 0.06 meV, far below the period.

"Weak field" means two things here: β < 1, and orbits wide enough to connect the interfaces. At 0.5 T, β = 0.125 and the central cyclotron radius kℓ² is 200 nm, twice the cavity width. At much higher fields the trajectories curl up before completing the bounce, and this account of the fringes no longer applies.
